# Synergy and self-limitation in thermal atomic layer etching

**Q.** I have a thermal etch with two reactants. Gas A alone removes nothing, gas B alone removes nothing, and alternating them removes material in every cycle. The synergy is one hundred percent, so I take the process to be self-limited. Do I still need saturation curves?

**A.** You do. Write down what synergy measures. Let $h$ be the depth of solid removed per cycle, and let $\alpha_A$ and $\alpha_B$ be the depths removed when the same doses are given without the partner. Then

$$S = 1-\frac{\alpha_A+\alpha_B}{h}.$$

Put $\alpha_A=\alpha_B=0$. The result is $S=1$ for any positive $h$, whether or not $h$ changes with dose. The number says that both reactants are needed. It does not say that either reaction stops.

**Q.** But if A alone etches nothing, its reaction must stop at the surface. What else could it do?

**A.** It can keep converting the solid without removing it. Take alumina, with HF as A and trimethylaluminium as B. HF turns the oxide into aluminium fluoride, which stays in place at the process temperature. The metal alkyl then carries the fluoride away as volatile products. Removal by A alone is zero because the fluoride does not evaporate, however thick it has become. If HF can diffuse through the fluoride, the film goes on thickening for as long as HF is supplied.

**Q.** A film that grows also gets in its own way. Surely that is self-limitation?

**A.** It slows the growth, and we can calculate how much. Consider a flat film of thickness $x$ with constant properties. Dissolved A has concentration $c_0$ at the outer surface and $c_i$ at the buried interface, where it reacts at the rate $kc_i$ per area. Let $D$ be its diffusivity. Assume that dissolved A is dilute compared with A bound in the film, so that the concentration profile is nearly a straight line at each moment, and that by-products escape freely. The inward flux $J$ must equal the reaction rate:

$$J=\frac{D(c_0-c_i)}{x}=kc_i .$$

The second equality gives $c_i=J/k$. Insert this in the first and multiply by $x/D$:

$$\frac{Jx}{D}=c_0-\frac{J}{k}
\quad\Longrightarrow\quad
J=\frac{c_0}{x/D+1/k}.$$

The film and the interface act as two resistances in series. If a unit volume of film binds $N$ molecules of A, then $N\,dx/dt=J$, or

$$\left(\frac{x}{D}+\frac1k\right)dx=\frac{c_0}{N}\,dt .$$

Suppose B removed the whole film in the previous cycle, so that $x=0$ at $t=0$. Integrate and multiply by $2D$:

$$x^2+\frac{2D}{k}x=\frac{2Dc_0}{N}t .$$

If $c_0$ is proportional to the pressure $P$, the right side depends on pressure and time through the exposure $E=Pt$ alone. With $A=2D/k$ (a length, not the reactant) and $b=2Dc_0/(NP)$,

$$x^2+Ax=bE,\qquad x=-\frac A2+\sqrt{\frac{A^2}{4}+bE}.$$

B then removes this film. Conversion changes the volume, so if the film occupies $v$ times the volume of the solid it came from, the depth of solid removed is $h=x/v$.

For $x\ll A$ the interface reaction controls the rate and $x\simeq bE/A$. For $x\gg A$ diffusion controls it and $x\simeq\sqrt{bE}$. The growth rate falls towards zero, but the thickness has no upper bound. In this model the etch per cycle never saturates, although $S=1$.

**Q.** A square root flattens, though. On a plot I might call it saturated.

**A.** Use the local exponent $n=d\ln h/d\ln E$, which does not depend on how the axes are stretched. Since $v$ is constant, $h$ and $x$ have the same exponent. Differentiating the growth law gives $(2x+A)\,dx=b\,dE$, so

$$n=\frac Ex\frac{dx}{dE}=\frac{bE}{x(2x+A)}=\frac{x+A}{2x+A},$$

where the last step uses $bE=x(x+A)$. Subtracting one half leaves $A/[2(2x+A)]$, which is positive. Thus $n$ falls from 1 towards $1/2$ and stays above it. Integrating $n$ over a doubling of the dose shows that $h$ rises by a factor between $\sqrt2$ and 2.

Compare a reaction that fills a fixed number of sites. Its filled fraction obeys $d\theta/dE=(1-\theta)/E_0$, so $\theta=1-e^{-u}$ with $u=E/E_0$. If B removes what was converted, then $h\propto\theta$ and

$$n=\frac{u e^{-u}}{1-e^{-u}}=\frac{u}{e^u-1}\longrightarrow0 .$$

This process also has $S=1$ when neither reactant etches alone. At doses well above $E_0$ the exponent separates the two cases; at small doses both exponents are close to 1. A small $n$ is not by itself proof of saturation: a logarithmic law $x\propto\ln(1+E/E_1)$ also has $n\to0$, slowly, while $x$ has no upper bound. The synergy, with $\alpha_A$ and $\alpha_B$ counted as metal that leaves the wafer, does not separate them at any dose.

**Q.** Put numbers on it. Does the difference matter at doses I would use?

**A.** Choose $A=0.40$ nm and $b=0.045$ nm²/(Torr s), with HF at 1 Torr and 573 K. These are model parameters, not measured transport data. Rough densities of 2.9 g/cm³ for the fluoride and 3.1 g/cm³ for the oxide, compared per aluminium atom, give $v=1.76$. At 10 Torr s,

$$x=-0.20+\sqrt{0.04+0.45}=0.50\ \text{nm},\qquad
h=\frac{0.50}{1.76}=0.28\ \text{nm}.$$

The same arithmetic gives:

| $E$ (Torr s) | $x$ (nm) | $h$ (nm) | $n$ |
|---:|---:|---:|---:|
| 1 | 0.09 | 0.05 | 0.84 |
| 10 | 0.50 | 0.28 | 0.64 |
| 100 | 1.93 | 1.10 | 0.55 |
| 1000 | 6.51 | 3.70 | 0.51 |

From 10 to 1000 Torr s the depth grows 13-fold. A pure square root would give 10; the excess comes from the interface resistance, which still matters at the lower dose.

Now let one part of a wafer receive 8 Torr s instead of 10. It loses 13.5% of its etch depth. With the site-limited law and $E_0=2$ Torr s, the loss is 1.2%. Full synergy would not warn you of that difference. This refers to $\alpha_A$ counted as metal that leaves the wafer. A control measured by total thickness is not zero in this model: ten A-only doses of 10 Torr s turn 1.10 nm of oxide into 1.93 nm of film, the surface rises by 0.83 nm, and the apparent $S$ is about 1.3. Continued change in such a control is itself a sign that A has not stopped.

Splitting the dose also matters. One cycle at 100 Torr s removes about 1.1 nm, while ten cycles at 10 Torr s remove 2.8 nm, with complete removal by B after each. The total A exposure is the same, but each new cycle starts without the diffusion barrier.

**Q.** You treated the dissolved HF as dilute and its profile as straight. Could that assumption create the square root?

**A.** I solved the diffusion equation numerically on a grid that stretches with the film, keeping the dissolved HF that the straight-profile argument neglects. For $c_0/N=0.01$, the chosen $A$ and $b$ correspond to $D=2.25$ nm²/s and $k=11.25$ nm/s. At 10 Torr s the film is 0.499 nm thick, 0.2% below the simple law. Raising $c_0/N$ to 0.10, with $A$ and $b$ held fixed, makes the shortfall 1.8%. At 1000 Torr s and the original loading, the numerical exponent is still 0.51.

The pressure assumption matters more. Apply 4 Torr for 2.5 s instead of 1 Torr for 10 s. The exposure is unchanged, and if $c_0\propto P$ the film remains about 0.50 nm thick. If uptake is dissociative with $c_0\propto\sqrt P$, then $c_0$ doubles while the time falls to a quarter. The product $c_0t$ is halved, and the film is only 0.31 nm thick. Growth at fixed pressure still tends to the square root of time, but exposure is no longer a sufficient variable.

**Q.** How close is this to real alumina etching? And is the removal by HF alone really zero?

**A.** The materials and temperature match a known process, but 0.28 nm per cycle is several times a typical rough value of 0.05 nm, and 1000 Torr s is far beyond an ordinary pulse. I include that dose to show the limit.

One weak assumption is a continuous film. One fluoride layer is about $a=0.36$ nm thick, so the 0.09 nm entry in the table can only mean an average over a partly converted layer. Suppose instead that whole layers form in turn, each waiting for the resistance of the $m$ layers already present. For $M$ layers, with $X=Ma$,

$$bE=\sum_{m=0}^{M-1}a(2ma+A)
=a^2M(M-1)+AaM=X^2+(A-a)X .$$

The form survives, with $A$ replaced by $A-a$. Treating $M$ as a continuous variable in this formula gives 0.65 nm at 10 Torr s, 31% more than before, and 9% more at 100 Torr s. Using the resistance halfway through each layer, $2(m+\tfrac12)a+A$, would restore the original law, so the shift shows how sensitive a film of one or two layers is to such details, not a full error estimate. It does not produce saturation.

Two other effects are smaller here. If $b$ has an assumed activation energy of 0.5 eV and $A$ is fixed, a 5 K rise increases the depth at 10 Torr s by 6%. The greatest HF demand is about $2\times10^{-6}$ of the molecular flux striking a flat surface; this says nothing about supply inside a deep trench.

As for HF alone, take a rough sublimation energy of 3 eV and a vapour pressure of 1 atm at 1500 K. Extrapolation to 573 K with a constant sublimation energy, followed by free evaporation into vacuum, gives an oxide loss of order $10^{-9}$ nm/s. At 10 Torr s this makes $1-S$ of order $10^{-7}$, taking removal by B alone as zero. The rough inputs could move that estimate by orders of magnitude, but it shows how nearly perfect synergy can accompany unsaturated growth.

**Q.** Suppose I do vary the HF dose, and the etch per cycle becomes flat. Then I am safe?

**A.** Not yet. B may be the bottleneck. Suppose its chosen dose can remove at most a film thickness $R$. If A makes more than that, film is left over. In a repeating cycle, A must grow the film from a residue $x_r$ to $x_r+R$, and B must return it to $x_r$. Integrating $(2x+A)\,dx=b\,dE$ between these limits gives

$$(x_r+R)^2-x_r^2+AR=bE
\quad\Longrightarrow\quad
x_r=\frac{bE-AR-R^2}{2R}.$$

A residue exists when $E>(R^2+AR)/b$. The steady etch per cycle is then $R/v$, independent of $E$. The cycle is stable: a small change $\delta x_r$ in the residue becomes

$$\delta x_r'=\frac{2x_r+A}{2(x_r+R)+A}\,\delta x_r$$

after one cycle, and the factor is less than one.

For $R=0.30$ nm the plateau starts at 4.7 Torr s. At both 10 and 40 Torr s the steady depth is 0.17 nm per cycle, but the residual film grows from 0.40 to 2.65 nm. If a larger B dose raises $R$ to 0.60 nm while A stays at 40 Torr s, the depth doubles to 0.34 nm. The plateau belonged to the B dose. These are steady values, and the approach can be slow. With $R=0.30$ nm the residue needs about 7 cycles at 10 Torr s and about 22 cycles at 40 Torr s to reach 95% of its final thickness. Averaged over the first 20 cycles, the oxide consumed is 0.18 and 0.24 nm per cycle, while the outer surface drops by 0.16 and 0.12 nm per cycle.

**Q.** So I should vary A, then vary B?

**A.** Also raise both together. In this model the steady film removed per cycle is the smaller of $R$ and the thickness $x(E)$ grown from a bare surface. If your operating point happens to have $R=x(E)$, raising either dose alone changes nothing, yet raising both increases the etch. A self-limited operating point must remain flat under all three changes.

The limit may lie in either step. If $R$ itself saturates as the B dose increases, the steady film removed per cycle no longer responds to either dose, even when A could grow a thicker film. The residue $x_r$, and with it the total oxide consumed after a given number of cycles, still rises with the A dose. Likewise, if the film becomes impermeable at some thickness, the constant-$D$ law fails and A's step can saturate. Zero etching by each reactant alone is compatible with all of these cases. It excludes a steady etch by one reactant acting alone, which would spoil self-limitation, but it cannot tell you whether the combined cycle has stopped responding to dose.
